# Wannier centres and spreads from PAW and ultrasoft augmented overlaps, part 2

Do the centre and spread printed by a PAW or ultrasoft calculation belong to the smooth Wannier function $\tilde W_n$ or to the all-electron $W_n$? Formulas are in atomic units.

There are $J$ isolated bands, $N$ mesh points $\mathbf k$ and a supercell of $N$ cells $\mathbf R$. $\langle\cdots\rangle_{\mathbf k}=\frac1N\sum_{\mathbf k}$, $U(\mathbf k)$ is the unitary gauge matrix, and $\mathbf b$ joins mesh points. For $W_n=\langle\psi_{n\mathbf k}\rangle_{\mathbf k}$, $F_n(\mathbf b)=\int|W_n|^2e^{-i\mathbf b\cdot\mathbf r}d^3r$ and $M_{mn}=\int_{\rm cell}\psi^*_{m\mathbf k}e^{-i\mathbf b\cdot\mathbf r}\psi_{n,\mathbf k+\mathbf b}\,d^3r$, the Bloch property and the sum over cells give

$$F_n(\mathbf b)=\langle M_{nn}(\mathbf k,\mathbf b)\rangle_{\mathbf k}.\tag{1}$$

Let a diagonal element $M$ satisfy (i) $M(\mathbf k,0)=1$; (ii) $M$ is smooth in $\mathbf k$ and $\mathbf b$; (iii) $M(\mathbf k,-\mathbf b)=M(\mathbf k-\mathbf b,\mathbf b)^*$. With weights $w_b=w_{-b}>0$,

$$\sum_{\mathbf b}w_b\,b_\mu b_\nu=\delta_{\mu\nu}.\tag{3}$$

$$\bar{\mathbf r}_n=-\Big\langle\sum_{\mathbf b}w_b\,\mathbf b\,\operatorname{Im}\ln M_{nn}\Big\rangle_{\mathbf k},\tag{4}$$

$$\overline{r^2}_n=\Big\langle\sum_{\mathbf b}w_b\big[1-|M_{nn}|^2+(\operatorname{Im}\ln M_{nn})^2\big]\Big\rangle_{\mathbf k},\qquad\Omega_n=\overline{r^2}_n-\bar r_n^{\,2}.\tag{5}$$

These return, up to $O(b^2)$, the moments of the function whose Fourier transform is $\langle M\rangle_{\mathbf k}$. A cubic shell of $Z$ vectors has $w_b=3/(Zb^2)$. The gauge-invariant part of $\Omega=\sum_n\Omega_n$ is $\Omega_{\rm I}=\langle\sum_{\mathbf b}w_b(J-\sum_{mn}|M_{mn}|^2)\rangle_{\mathbf k}$.

Non-overlapping spheres of radius $r_c$ sit at $\mathbf R+\boldsymbol\tau_a$. Partial waves $\phi_i$ and smooth $\tilde\phi_i$ differ by $\Delta_i=\phi_i-\tilde\phi_i$, zero outside; projectors obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$.

$$\mathcal T=1+\sum_{\mathbf R,a,i}|\Delta^{a}_{i,\mathbf R}\rangle\langle p^{a}_{i,\mathbf R}|,\qquad\psi_{n\mathbf k}=\mathcal T\tilde\psi_{n\mathbf k}.\tag{6}$$

Inside a sphere $\tilde\psi=\sum_i\tilde\phi_ic_i+\rho$, with $c_i=\langle p_i|\tilde\psi\rangle$; the set is complete for $\tilde\psi$ when $\rho=0$. With $\Delta_c=\sum_i\Delta_ic_i$ and $Q_{ij}(\mathbf s)=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j$,

$$(\mathcal T\tilde\psi)^*(\mathcal T\tilde\psi')=\tilde\psi^*\tilde\psi'+\sum_{ij}c_i^*Q_{ij}(\mathbf s)\,c'_j+\big[\Delta_c^*\rho'+\rho^*\Delta_{c'}\big],\tag{7}$$

$$M^{\rm aug}_{mn}(\mathbf k,\mathbf b)=\tilde M_{mn}+\sum_ae^{-i\mathbf b\cdot\boldsymbol\tau_a}\sum_{ij}c^{a}_i(m\mathbf k)^*\,Q^a_{ij}(\mathbf b)\,c^a_j(n,\mathbf k+\mathbf b),\tag{8}$$

where $\tilde M_{mn}$ is the bare overlap of the $\tilde\psi$ and $Q_{ij}(\mathbf b)=\int e^{-i\mathbf b\cdot\mathbf s}Q_{ij}(\mathbf s)\,d^3s$. The dropped cross term $X_{mn}$ is the cell integral of $e^{-i\mathbf b\cdot\mathbf r}$ times the bracket in (7). With $q_{ij}=Q_{ij}(0)$, the smooth states are orthonormal in $S=1+\sum_{\mathbf R,a,ij}|p^a_{i,\mathbf R}\rangle q^a_{ij}\langle p^a_{j,\mathbf R}|$, so $M^{\rm aug}(\mathbf k,0)=1$ even for incomplete partial waves.

**Q.** You have shown that $M^{\rm aug}$ is close to an all-electron overlap of Bloch states. My claim concerned Wannier functions. The gauge is fixed on the smooth side. Why should the same matrices $U(\mathbf k)$ define the all-electron function?

**A.** Because $\mathcal T$ is one linear operator that does not depend on $\mathbf k$ or on the band. The sum in (6) runs over all cells, so $\mathcal T$ commutes with lattice translations and maps a Bloch function at $\mathbf k$ to a Bloch function at the same $\mathbf k$. Linearity lets it pass through the band mixing and the $\mathbf k$ sum:

$$W_n=\Big\langle\sum_m\mathcal T\tilde\psi_{m\mathbf k}U_{mn}\Big\rangle_{\mathbf k}=\mathcal T\tilde W_n,\qquad\tilde W_n=\Big\langle\sum_m\tilde\psi_{m\mathbf k}U_{mn}\Big\rangle_{\mathbf k}.$$

Each term of (8) is antilinear in the left state and linear in the right one, so $M^{\rm aug}\to U^\dagger(\mathbf k)M^{\rm aug}U(\mathbf k+\mathbf b)$, the same law as for the all-electron overlap.

Now apply the earlier statement. $M^{\rm aug}_{nn}$ has property (i) by $S$-normalisation and (ii) in a smooth gauge. For (iii), the definition gives $Q_{ij}(-\mathbf b)=Q_{ji}(\mathbf b)^*$, because $Q_{ij}(\mathbf s)^*=Q_{ji}(\mathbf s)$; conjugating (8) at $(\mathbf k-\mathbf b,\mathbf b)$ then reproduces (8) at $(\mathbf k,-\mathbf b)$. It remains to find the function whose Fourier transform is $\langle M^{\rm aug}_{nn}\rangle_{\mathbf k}$. The derivation of (1) used only the Bloch property, so

$$\langle\tilde M_{nn}\rangle_{\mathbf k}=\int|\tilde W_n|^2e^{-i\mathbf b\cdot\mathbf r}d^3r.\tag{9}$$

For the sphere term define the projections of the smooth Wannier function, $C^a_{i\mathbf R}=\langle p^a_{i,\mathbf R}|\tilde W_n\rangle=\langle e^{i\mathbf k\cdot\mathbf R}c^a_i(n\mathbf k)\rangle_{\mathbf k}$. The same lattice sum gives

$$\sum_{\mathbf R}e^{-i\mathbf b\cdot\mathbf R}C^{a*}_{i\mathbf R}C^a_{j\mathbf R}=\frac1{N^2}\sum_{\mathbf k\mathbf k'}c^a_i(\mathbf k)^*c^a_j(\mathbf k')\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k-\mathbf b)\cdot\mathbf R}=\langle c^a_i(\mathbf k)^*c^a_j(\mathbf k+\mathbf b)\rangle_{\mathbf k}.$$

Inserting this in the average of (8), and recombining $e^{-i\mathbf b\cdot(\mathbf R+\boldsymbol\tau_a)}e^{-i\mathbf b\cdot\mathbf s}=e^{-i\mathbf b\cdot\mathbf r}$,

$$\langle M^{\rm aug}_{nn}\rangle_{\mathbf k}=\int n_n(\mathbf r)\,e^{-i\mathbf b\cdot\mathbf r}d^3r,\qquad n_n=|\tilde W_n|^2+\sum_{\mathbf R,a,ij}C^{a*}_{i\mathbf R}C^a_{j\mathbf R}\,Q^a_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau_a).\tag{10}$$

Finally use (7) with both functions equal to $\tilde W_n$, whose remainder is $\rho_n$:

$$n_n=|\mathcal T\tilde W_n|^2-2\operatorname{Re}\big[\Delta_C^*\rho_n\big].\tag{11}$$

So (4) and (5), fed with $M^{\rm aug}$, return the centre and variance of $n_n$ up to $O(b^2)$, and $n_n$ equals the all-electron density $|W_n|^2$ at every point when the partial waves are complete for $\tilde W_n$. The smooth density $|\tilde W_n|^2$ is only the first term of (10).

**Q.** The second term of (10) lives in small spheres. How much can it change a centre or a spread?

**A.** Take moments of (10). In each sphere $\mathbf r=\mathbf t+\mathbf s$ with $\mathbf t=\mathbf R+\boldsymbol\tau_a$. Define the dipole and the second radial moment of the augmentation function, $\mathbf d_{ij}=\int\mathbf s\,Q_{ij}\,d^3s$ and $Q^{(2)}_{ij}=\int s^2Q_{ij}\,d^3s$. With $\sum$ standing for the sum over $\mathbf R,a,i,j$ and $r^2=t^2+2\mathbf t\cdot\mathbf s+s^2$,

$$1=\int|\tilde W_n|^2+\sum C_i^*C_j\,q_{ij},$$

$$\langle\mathbf r\rangle_n=\int\mathbf r|\tilde W_n|^2+\sum C_i^*C_j\,(\mathbf t\,q_{ij}+\mathbf d_{ij}),\tag{12}$$

$$\langle r^2\rangle_n=\int r^2|\tilde W_n|^2+\sum C_i^*C_j\,\big(t^2q_{ij}+2\mathbf t\cdot\mathbf d_{ij}+Q^{(2)}_{ij}\big).$$

The first line says that $\tilde W_n$ is not normalised unless $\sum C^*Cq$ happens to vanish. Nothing limits that sum to be small, since $q_{ij}$ is left free in order to make $\tilde\phi$ soft, and its sign depends on how $\tilde\phi$ is drawn inside the sphere. The same lattice-sum argument at $\mathbf b=0$ shows that $\langle\tilde W_{m\mathbf R}|S|\tilde W_{n\mathbf R'}\rangle=\delta_{mn}\delta_{\mathbf R\mathbf R'}$, so the plain overlap of two distinct smooth Wannier functions is minus the sphere term and is in general not zero. There is also an argument of principle. The shape of $\tilde\phi_i$ inside $r_c$ is a free choice, so the moments of $|\tilde W_n|^2$ change when the dataset is redrawn, while by (11) the moments of $n_n$ do not, in the complete limit.

**Q.** On a fine mesh $b\,r_c\ll1$. Surely $Q_{ij}(\mathbf b)\approx q_{ij}$ then suffices, which only places a point charge on each nucleus.

**A.** It does not suffice, because the formulas divide by powers of $b$. Expanding,

$$Q_{ij}(\mathbf b)=q_{ij}-i\,\mathbf b\cdot\mathbf d_{ij}-\tfrac12\int(\mathbf b\cdot\mathbf s)^2Q_{ij}\,d^3s+O(b^3).$$

The centre is read from the first-order part of $M$ and the spread from the second-order part. Replacing $Q(\mathbf b)$ by $q$ amounts to replacing $Q_{ij}(\mathbf s)$ by $q_{ij}\delta(\mathbf s)$ in (10), which sets $\mathbf d_{ij}$ and $Q^{(2)}_{ij}$ to zero in (12). The errors are independent of $b$ and remain on an arbitrarily fine mesh.

For spherical atoms the transform reduces to radial integrals. Write $\phi_i=R_i(s)Y_{L_i}(\hat{\mathbf s})$ with real harmonics, $L=(l,m)$, and expand $Y_{L_i}Y_{L_j}=\sum_LG^L_{ij}Y_L$ with the Gaunt coefficients $G^L_{ij}=\int Y_{L_i}Y_{L_j}Y_L\,d\Omega$. The spherical Bessel functions satisfy $\int_{-1}^1e^{-iz\mu}P_l(\mu)\,d\mu=2(-i)^lj_l(z)$, which may serve as their definition. Since $\int P_l^2d\mu=2/(2l+1)$, the Legendre series of the plane wave is $e^{-iz\mu}=\sum_l(2l+1)(-i)^lj_l(z)P_l(\mu)$. The addition theorem $P_l(\hat{\mathbf b}\cdot\hat{\mathbf s})=\frac{4\pi}{2l+1}\sum_mY_L(\hat{\mathbf b})Y_L(\hat{\mathbf s})$ and orthonormality of the $Y_L$ give $\int e^{-i\mathbf b\cdot\mathbf s}Y_L(\hat{\mathbf s})\,d\Omega=4\pi(-i)^lj_l(bs)Y_L(\hat{\mathbf b})$, and so

$$Q_{ij}(\mathbf b)=4\pi\sum_L(-i)^lG^L_{ij}Y_L(\hat{\mathbf b})\int_0^{r_c}f_{ij}(s)\,j_l(bs)\,s^2ds,\qquad f_{ij}=R_iR_j-\tilde R_i\tilde R_j .$$

Expanding the exponential in the defining integral gives $j_0=1-z^2/6+z^4/120-\dots$, $j_1=z/3-\dots$ and $j_2=z^2/15-\dots$. An $s$–$p_z$ pair has $Y_{00}Y_{10}=\frac{\sqrt3}{4\pi}P_1$, so $Q=-i\sqrt3\cos\theta_b\int fj_1s^2ds$, with $\theta_b$ the angle between $\mathbf b$ and $z$; it starts at first order and is the dipole. A $p_z$–$p_z$ pair has $Y_{10}^2=\frac{3\mu^2}{4\pi}=\frac{1}{4\pi}(1+2P_2)$, and $(-i)^2=-1$, so

$$Q(\mathbf b)=\int f\,\big[j_0(bs)-2P_2(\cos\theta_b)\,j_2(bs)\big]s^2ds.\tag{13}$$

**Q.** And if I leave the spheres out altogether and use $\tilde M$? By your equation (9) that should at least give the moments of $\tilde W_n$.

**A.** The average of $\tilde M_{nn}$ is the transform of $|\tilde W_n|^2$, but property (i) fails, and formula (5) depends on it. Let $\mathcal N_{\mathbf k}=\int_{\rm cell}|\tilde\psi_{n\mathbf k}|^2$. Then $\tilde M_{nn}=\mathcal N_{\mathbf k}+O(b)$ and $1-|\tilde M_{nn}|^2=1-\mathcal N_{\mathbf k}^2+O(b)$. The first-order term cancels between $\pm\mathbf b$, and the second-order term times $w_b$ is finite, as are the phase terms. Hence

$$\tilde\Omega_n=D_n\sum_{\mathbf b}w_b+O(1),\qquad D_n=\langle1-\mathcal N_{\mathbf k}^2\rangle_{\mathbf k},\tag{14}$$

with $\sum w_b=1/b^2$ in one dimension and $3/b^2$ for a cubic shell. Unless $D_n=0$, the result diverges as the mesh is refined, and on a fine mesh it is negative when the smooth norms $\mathcal N_{\mathbf k}$ exceed 1. It is the spread of nothing.

One can restore (i) by dividing by $\sqrt{\mathcal N_{\mathbf k}\mathcal N_{\mathbf k+\mathbf b}}$. That is the plain overlap of the normalised functions $\tilde\psi_{n\mathbf k}/\sqrt{\mathcal N_{\mathbf k}}$, so the formulas then describe the Fourier transform of those functions. This is a smooth function, not $W_n$, and it is proportional to $\tilde W_n$ only if $\mathcal N_{\mathbf k}$ is constant. In the norm-conserving limit $q_{ij}=0$ the operator $S$ is the identity, $\tilde M$ obeys (i), and it yields the moments of the pseudo Wannier function. By (12) these still differ from the all-electron moments through $\mathbf d_{ij}$ and $Q^{(2)}_{ij}$, which norm conservation does not constrain.

**Q.** The cross term worries me for the same reason. An error $\epsilon$ in $M$ is multiplied by $1/b^2$. A slightly incomplete set of partial waves would then ruin the spread on a fine mesh.

**A.** It would if the error survived at $\mathbf b=0$. It does not, because the states are normalised with the same $q_{ij}=Q_{ij}(0)$ that enters (8). Properties (i) to (iii) were shown for $M^{\rm aug}$ without assuming completeness, so the formulas converge to the moments of $n_n$, a function of unit integral. The incompleteness error is the difference between the moments of $n_n$ and those of the true $|W_n|^2$. It is first order in the remainder and independent of $b$. It has two sources: the last term of (11), and the fact that $\mathcal T\tilde\psi$ itself departs from the exact Bloch state when $\tilde\psi$ was obtained with an incomplete set. In terms of matrices, $M^{\rm aug}$ and the true all-electron overlap $M^{\rm AE}$ both equal the unit matrix at $\mathbf b=0$, so in aligned gauges their difference is $O(b)$. The cross term need not vanish there: $X(\mathbf k,0)=\langle\mathcal T\tilde\psi_m|\mathcal T\tilde\psi_n\rangle-\delta_{mn}$ is the defect in the norm of the reconstructed states. The danger that you describe is real in one case: if $Q(\mathbf b)$ is computed by a quadrature whose limit $\mathbf b\to0$ differs from the $q$ used in $S$, property (i) fails and (14) applies, with $\mathcal N_{\mathbf k}$ replaced by $M^{\rm aug}_{nn}(\mathbf k,0)$.

**Q.** Ultrasoft potentials may replace $Q_{ij}(\mathbf s)$ by a softer function with the same multipole moments. Does the all-electron meaning survive that?

**A.** For the centres it does; for the spreads it does not. Let $Q^{\rm ps}_{ij}$ conserve the multipoles $\int s^lY_LQ_{ij}\,d^3s$. The $l=0$ multipole is proportional to $q_{ij}$, so $S$ and property (i) are intact, and I take $Q^{\rm ps\,*}_{ij}=Q^{\rm ps}_{ji}$ so that (iii) holds. The formulas now return the moments of (10) with $Q^{\rm ps}$ in place of $Q$, so (12) applies. The components of $\mathbf s$ are proportional to $sY_{1m}$, so $\mathbf d_{ij}$ is conserved and every centre is unchanged, in any given gauge, as $b\to0$. The second-moment tensor splits as $s_\mu s_\nu=(s_\mu s_\nu-\frac13s^2\delta_{\mu\nu})+\frac13s^2\delta_{\mu\nu}$. The traceless part is a combination of $s^2Y_{2m}$ and is conserved, but the spread needs the trace, $s^2\propto s^2Y_{00}$. That is the $l=0$ channel weighted with $s^2$, and it is not a multipole. Therefore, for the same smooth states and the same gauge,

$$\Omega^{\rm ps}_n-\Omega_n=\sum C_i^*C_j\big(Q^{(2),\rm ps}_{ij}-Q^{(2)}_{ij}\big)+O(b^2).\tag{15}$$

Equation (13) shows how the shell sum removes the $l=2$ channel. For vectors of equal length, $\sum w_bb^2P_2(\cos\theta_b)=\frac12\sum w_b(3b_z^2-b^2)=\frac12(3-3)=0$ by (3), so the $j_2$ term drops out at every order and

$$2\sum_{\mathbf b}w_b\,[Q(0)-\operatorname{Re}Q(\mathbf b)]=\frac6{b^2}\int f\,(1-j_0)\,s^2ds=\int f\,s^4ds-\frac{b^2}{20}\int f\,s^6ds+\dots$$

As an illustration take the model product $f\propto(1-s^2/r_c^2)^3[1+\cos(6s/r_c)]$, with $r_c=0.8$ Å and $\int fs^2ds=1$. Three-dimensional quadrature of the left side (Gauss-Legendre in $s$ and $\cos\theta$, uniform in the azimuth) at $b=0.05$ Å$^{-1}$ gives 0.164694 Å$^2$, both for the six vectors along the cube axes and for the eight along the body diagonals, as it must since the right side does not contain $Z$. The radial moment $\int fs^4ds$ is 0.164701 Å$^2$. The shell sum lies $7\times10^{-6}$ Å$^2$ lower, with the sign of the $b^2$ term for this non-negative $f$.

The shift (15) does not alter the localised gauge of an isolated group, in the limit $b\to0$. It is the expectation value in $\tilde W_n$ of the lattice-periodic operator $\sum|p_i\rangle(Q^{(2),\rm ps}_{ij}-Q^{(2)}_{ij})\langle p_j|$, which by the lattice sum above equals the $\mathbf k$ average of its per-cell expectation value in $\tilde\psi_{n\mathbf k}$. Summed over $n$ this is a trace over the $J$ bands at each $\mathbf k$, which is invariant under $U(\mathbf k)$. The total spread moves by a gauge-independent constant and the minimising gauge stays where it was. The argument fails when the subspace itself is selected by minimising $\Omega_{\rm I}$, because the trace then depends on the subspace.

**Q.** I would like to see a case in which the all-electron function is known independently, so that the two candidates can be told apart.

Fed with $M^{\rm aug}$, the formulas return, up to $O(b^2)$, the centre and spread of a density $n_n$ that equals $|W_n|^2$ when the partial waves are complete for $\tilde W_n$. What remains is to test this in a model whose all-electron Wannier functions are known independently.
